# The energy barrier for ten-year mean retention in a hafnia memory

A ferroelectric hafnia capacitor stores a bit as the direction of its polarization. After writing, the voltage is removed, and the film must keep that direction while heat shakes its ions. At 85 degrees Celsius, how high must the barrier between the two directions be if the mean time to the first reversal is to be ten years?

## The estimate

Let one region of the film reverse as a unit, with barrier $E$. This is the barrier of the whole region, not of one crystal cell. Write $\theta=k_BT$, and let the polarization vibrate in its well $\nu$ times per second, each vibration being one attempt to escape.

For a classical harmonic vibration, equal energy intervals occupy equal phase-space areas, so the thermal energy density is $e^{-\varepsilon/\theta}/\theta$. The chance that an attempt has enough energy is

$$p=\int_E^\infty \frac{e^{-\varepsilon/\theta}}{\theta}\,d\varepsilon=e^{-E/\theta}.$$

If attempts are independent, the mean number needed is $\sum_{n\ge1}n\,p(1-p)^{n-1}=1/p$. Drawing an independent thermal energy for each attempt, with a low barrier $E=5\theta$, gave a mean wait of 148.5 attempts, against $e^5=148.4$; this checks the counting only, since independence is put in by hand. The mean time is therefore

$$\tau=\frac{e^{E/\theta}}{\nu},\qquad\text{so}\qquad E=\theta\ln(\nu t)\quad\text{for }\tau=t.$$

At 358.15 K, $\theta=0.03086$ eV. Ten years are $3.156\times10^8$ s, and with $\nu=10$ THz they contain $3.156\times10^{21}$ attempts. Hence

$$E=0.03086\ \text{eV}\times49.504=1.528\ \text{eV},$$

or about 1.5 eV. The logarithm makes the estimate robust: multiplying $\nu$ by $c$ adds $\theta\ln c$, which is 0.071 eV per decade.

## Derivation from a double well

The estimate assumed that the attempt rate is the cyclic frequency and that attempts are independent. A definite potential shows where these enter. In atomic units ($\hbar=1$), let $x$ be the polarization divided by its spontaneous value, and take

$$U(x)=E(1-x^2)^2 .$$

The wells lie at $x=\pm1$ and the top at $x=0$. Since $U''=E(12x^2-4)$, the curvature is $8E$ in a well and $-4E$ at the top. If $M$ is the inertia of $x$ and $\omega=2\pi\nu$ the angular frequency in the well, then $M\omega^2=8E$.

Let the state start in the right well and reach thermal equilibrium there long before it escapes. Its probability density at the top is $e^{-E/\theta}/Z$, with $Z=\int_0^\infty e^{-U/\theta}dx$. The mean one-way speed is

$$\sqrt{\frac{M}{2\pi\theta}}\int_0^\infty s\,e^{-Ms^2/2\theta}ds=\sqrt{\frac{M}{2\pi\theta}}\,\frac{\theta}{M}=\sqrt{\frac{\theta}{2\pi M}} .$$

If every crossing counts as a reversal, the escape rate is the product

$$k=\sqrt{\frac{\theta}{2\pi M}}\;\frac{e^{-E/\theta}}{Z}.$$

To evaluate $Z$, put $y=x^2-1$, so that $U=Ey^2$ and $dx=dy/(2\sqrt{1+y})$. For $E\gg\theta$ the weight sits near $y=0$, and the lower limit $y=-1$ may be moved to $-\infty$ with an exponentially small error once the square root has been expanded:

$$Z\simeq\frac12\int_{-\infty}^{\infty}\left(1-\frac y2+\frac{3y^2}{8}\right)e^{-Ey^2/\theta}dy
=\sqrt{\frac{\pi\theta}{4E}}\left(1+\frac{3\theta}{16E}\right).$$

The odd term vanishes, and the Gaussian average of $y^2$ is $\theta/2E$. At leading order,

$$k=\sqrt{\frac{\theta}{2\pi M}}\sqrt{\frac{4E}{\pi\theta}}\,e^{-E/\theta}
=\sqrt{\frac{2E}{\pi^2M}}\,e^{-E/\theta}
=\frac{\omega}{2\pi}e^{-E/\theta}=\nu e^{-E/\theta},$$

where $M=8E/\omega^2$ was used. The prefactor is thus $\nu$, not $2\pi\nu$; the latter would raise the required barrier by 0.057 eV.

With a constant rate, the probability $S$ of no reversal obeys $dS/dt=-kS$, so $S=e^{-kt}$. The mean first-reversal time is $\int_0^\infty t\,(-dS/dt)\,dt$. Integration by parts gives $\int_0^\infty S\,dt=1/k$, which confirms the estimate.

The anharmonic term lengthens the lifetime by the factor $1+3\theta/16E=1.0038$. Direct integration of the flux gives 1.0039, and solving for ten years with that integral gives 1.5277 eV instead of 1.5278 eV.

Two assumptions remain in the prefactor. First, strong friction can send the system back after it has crossed the top. Very weak friction also lowers the rate: the system keeps its energy and can return from the far well, and the energetic states that escape are refilled slowly. If these effects reduce the rate to a fraction $\kappa$ of the value above, then $k=\kappa\nu e^{-E/\theta}$ and the required barrier becomes $\theta\ln(\kappa\nu t)$, which is lower. Also, $E$ is the free-energy barrier at the temperature of use. If it varies as $E=H-\theta s$, with constant $H$ and dimensionless entropy $s$, then $e^{-E/\theta}=e^{s}e^{-H/\theta}$. The slope of $\ln\tau$ against $1/\theta$ then gives $H$, while $e^s$ joins the prefactor.

With barrier and prefactor held fixed, a cell with a ten-year mean at 85 degrees Celsius has a mean of about $2\times10^5$ years at 25 degrees and 2.6 years at 95 degrees. Ten degrees more thus shorten the mean nearly fourfold, so a retention time means little without its temperature.

## A mean is not a guarantee

At $t=\tau$ the survival probability is $e^{-1}$, so 63% of identical cells have reversed at least once. Half have done so after $\tau\ln2=6.9$ years. To allow a fraction $p$ of first reversals by time $t$, set $1-e^{-kt}=p$, or $\nu t\,e^{-E/\theta}=-\ln(1-p)$. The barrier is then

$$E_p=\theta\ln\frac{\nu t}{-\ln(1-p)} .$$

For ten years it is 1.670 eV at 1% loss and 1.954 eV at one loss in a million.

A reversed cell can also jump back. If the wells are equally deep and $p_\pm$ are their occupations, then $dp_+/dt=-kp_++kp_-$, and $dp_-/dt$ is its negative. The average polarization $m=p_+-p_-$ obeys $dm/dt=-2km$, hence $m=e^{-2kt}$. At the mean first-reversal time, 13.5% of the polarization remains. The fraction of cells then found in the wrong state is $(1-0.135)/2$, or about 43%, less than 63% because some have returned. For small $kt$ both measures of loss reduce to $kt$.

If a capacitor contains $N$ independent regions and fails when the first one reverses, its survival probability is $e^{-Nkt}$. The required barrier per region rises by $\theta\ln N$, again 0.071 eV per decade.

## An internal field

Imprint is a built-in preference for one polarization direction, described here by an internal field. It shortens the life of one state and lengthens that of the other. A depolarizing field, from incompletely screened surface charge, opposes whichever state is stored. Let their sum have magnitude $F$, oppose the state at $x=1$, and stay fixed while the region reverses. For the depolarizing part this supposes that it is set by the surrounding film, which keeps its polarization meanwhile. For spontaneous polarization $P$ and reversing volume $V$, the potential becomes

$$U_w=E(1-x^2)^2+wx,\qquad w=PVF .$$

Stationary points satisfy $4Ex(1-x^2)=w$. For small $w$, the well moves to $x=1-\delta$ with $8E\delta=w$, and its energy is

$$4E\delta^2+w(1-\delta)=w-\frac{w^2}{16E}.$$

The top moves to $x=\eta$ with $4E\eta=w$, and its energy is

$$E(1-2\eta^2)+w\eta=E+\frac{w^2}{8E}.$$

Subtracting gives the remaining barrier to second order,

$$E_w=E-w+\frac{3w^2}{16E}.$$

The barrier disappears when $w$ equals the maximum of $4Ex(1-x^2)$. That maximum lies at $x=1/\sqrt3$ and has the value $8E/(3\sqrt3)$.

For the example take $P=20$ uC/cm2, $V=10$ nm³ and $F=0.1$ MV/cm. The product of 1 uC/cm2, 1 nm³ and 1 MV/cm is $10^{-21}$ J, or $6.24\times10^{-3}$ eV, so

$$w=20\times10\times0.1\times6.24\times10^{-3}\ \text{eV}=0.125\ \text{eV}.$$

A barrier of 1.528 eV falls to 1.405 eV. With $\nu$ held fixed, the mean lifetime drops from ten years to 0.19 years, about ten weeks. The well frequency itself changes by 1.6%, which is negligible beside the exponential. Restoring the ten-year mean requires a zero-field barrier of 1.651 eV.

The values of $E$ and $V$ can be checked together for plausibility. At $E=1.528$ eV the barrier vanishes at 1.88 MV/cm. Reversal in a mean time of one microsecond needs a remaining barrier $\theta\ln(10^7)=0.497$ eV, which the model reaches at 0.98 MV/cm if $\nu$ is kept constant. This is near the rough coercive field of hafnia films, 1 MV/cm. The computed field depends on $E$ and on the product $PV$, and $E$ here is a requirement, not a measured barrier. The comparison therefore shows only that the chosen values together give a field of realistic size; it tests neither $V$ alone nor the mechanism of reversal. Shared among the roughly 75 crystal cells in 10 nm³, the barrier is only about 20 meV per cell, well below first-principles barriers for uniform reversal of the polar phase, so $E$ and $V$ are effective quantities, not those of a perfect crystal block.

## A spread of barriers

Grains and defects make regions unequal. Let the barrier be $E_c+\Delta$, with $\Delta$ Gaussian, of zero mean and standard deviation $\sigma$. The average lifetime contains the average of $e^{\Delta/\theta}$. Completing the square,

$$\frac{\Delta}{\theta}-\frac{\Delta^2}{2\sigma^2}
=-\frac{(\Delta-\sigma^2/\theta)^2}{2\sigma^2}+\frac{\sigma^2}{2\theta^2},$$

shows that this average is $e^{\sigma^2/2\theta^2}$. The average initial rate contains $e^{-\Delta/\theta}$ and rises by the same factor, since the Gaussian is symmetric.

For $\sigma=0.05$ eV the factor is 3.71. At $E_c=1.528$ eV the population mean lifetime rises from 10 to 37 years, while the initial loss rate is also 3.71 times higher. Strong regions raise the mean and weak ones cause the early failures. A mean lifetime alone is therefore a poor specification for an uneven film.

The loss by time $t$ is the average of $1-e^{-y}$ over the barriers, with $y=\nu t\,e^{-(E_c+\Delta)/\theta}$. Because $1-e^{-y}\le y$, a sufficient central barrier for loss $p$ is

$$E_c=\theta\ln\frac{\nu t}{p}+\frac{\sigma^2}{2\theta}.$$

For 1% loss this is 1.710 eV. The full average gives 1.709 eV, slightly less because a very weak region can be lost only once.

## Quantum corrections

Two quantum effects raise the rate within this one-coordinate model. First, zero-point motion reduces the statistical weight of the well. With $u=\omega/\theta$, the classical weight is $1/u$ and the quantum one is

$$\sum_{n\ge0}e^{-u(n+1/2)}=\frac{1}{2\sinh(u/2)}.$$

The rate varies inversely with this weight, so it gains the factor $2\sinh(u/2)/u$.

Second, the system can tunnel just below the top. There the curvature $-4E$ gives a frequency $\omega_b=\omega/\sqrt2$. In units with $\omega_b=1$, let $q$ be the scaled displacement from the top and $p_q$ its momentum. The energy relative to the top is $(p_q^2-q^2)/2$. Define $A=(p_q+q)/\sqrt2$ and $B=(p_q-q)/\sqrt2$. Then $[A,B]=i$ and the Hamiltonian is $(AB+BA)/2$. Classically $A$ grows and $B$ decays, so the sign of $B$ labels the side of arrival and the sign of $A$ the side of departure.

Arrival from the left has $B>0$. Acting on functions of $B$, $A=i\,d/dB$, so the Hamiltonian is $i(B\,d/dB+\tfrac12)$. At energy $\varepsilon$ the wave is therefore $B^{-i\varepsilon-1/2}$, and its transform to $A$ is

$$\int_0^\infty B^{-i\varepsilon-1/2}e^{iAB}dB=\Gamma\!\left(\tfrac12-i\varepsilon\right)(-iA)^{i\varepsilon-1/2}.$$

The phase of $-iA$ is $-\pi/2$ for $A>0$ (transmitted) and $+\pi/2$ for $A<0$ (reflected). The magnitudes therefore carry factors $e^{\pi\varepsilon/2}$ and $e^{-\pi\varepsilon/2}$, and the ratio of probabilities is $e^{2\pi\varepsilon}$. Restoring $\omega_b$, the transmission is $1/(1+e^{-2\pi\varepsilon/\omega_b})$.

Now average over thermal energies, with $v=\omega_b/\theta$. The classical result, unit transmission above the top, is 1. With $r=e^{-2\pi\varepsilon/\omega_b}$, the quantum result is

$$\int_{-\infty}^{\infty}\frac{e^{-\varepsilon/\theta}}{1+e^{-2\pi\varepsilon/\omega_b}}\frac{d\varepsilon}{\theta}
=\frac{v}{2\pi}\int_0^\infty\frac{r^{v/2\pi-1}}{1+r}dr=\frac{v/2}{\sin(v/2)} .$$

The last step uses $\int_0^\infty r^{a-1}/(1+r)\,dr=\pi/\sin\pi a$ for $0<a<1$, so it needs $v<2\pi$. At lower temperature the parabolic approximation fails.

Here $\omega=0.0414$ eV, and the two factors are 1.077 and 1.038. Their product, 1.118, raises the required barrier by 0.0034 eV. Tunnelling from the well bottom has the semiclassical exponent

$$2\int_{-1}^{1}\sqrt{2MU}\,dx=\frac{8E}{\omega}\int_{-1}^{1}(1-x^2)dx=\frac{32E}{3\omega}=394,$$

far larger than the thermal exponent 49.5. Heat, not deep tunnelling, limits retention in this example.

## Comparison with a real film

The criteria give the following zero-field barriers for ten years at 85 degrees Celsius and 10 THz.

| Requirement | Barrier (eV) |
|---|---:|
| Mean of ten years | 1.53 |
| Same mean, adverse field | 1.65 |
| 1% loss, identical regions | 1.67 |
| 1% loss, spread | 1.71 |
| 1% loss, spread and field | 1.83 |

In the last row the spread is that of the barrier remaining under the field, and every region feels the same field.

The polarization is a rough film-averaged remanent value for hafnia films about 10 nm thick. Inside a polar grain it is larger, roughly 50 uC/cm2, which at the same volume would multiply $w$ by 2.5 and lower the microsecond field to about 0.4 MV/cm; the volume, internal field and spread are round model parameters. The internal field is far below breakdown, which is roughly a few MV/cm. The constant field is an assumption that can fail in a real device, because imprint can grow during storage. In this model, at fields up to about 0.2 MV/cm, each 0.1 MV/cm takes about 0.12 eV from the barrier, more than the 0.071 eV that a tenfold rise in $\nu$ adds to the requirement. To first order this shift is proportional to $V$, so a reversing region twice as large doubles it; if that region reverses as a unit its barrier doubles too, and the fraction of the barrier lost to the field is unchanged. If reversal starts from a nucleus whose size depends on the field, the linear law fails and $E_w$ must come from a nucleation model. Softening of the barrier on heating counts in full, since the requirement applies to the barrier at 85 degrees.

## Computed values

```
temperature of use: 358.15 K
thermal energy kT: 0.03086 eV
attempt frequency: 10 THz
ten years: 3.15576e+08 s
attempts in ten years: 3.1558e+21
logarithm of attempts: 49.504
barrier from logarithm: 1.5278 eV
barrier from flux integral: 1.5277 eV
flux lifetime / ten years: 1.00388
simulated mean wait, 5 kT: 148.5 attempts
predicted mean wait, 5 kT: 148.4 attempts
shift per decade of frequency: 0.0711 eV
shift if 2 pi nu were used: 0.0567 eV
lifetime at 25 C: 2.121e+05 years
lifetime at 95 C: 2.61 years
fraction reversed at mean time: 63.2 %
median time: 6.93 years
polarization left, return jumps: 13.5 %
barrier for 1 % loss: 1.670 eV
barrier for 1e-6 loss: 1.954 eV
barrier spread sigma: 0.05 eV
spread factor, mean life and rate: 3.71
central barrier, 1 % loss, spread: 1.709 eV
polarization: 20 uC/cm2
reversing volume: 10 nm^3
adverse internal field: 0.1 MV/cm
field energy w: 0.1248 eV
barrier left under field: 1.4049 eV
lifetime under field: 0.186 years
well frequency ratio under field: 0.9844
zero-field barrier to offset field: 1.651 eV
barrier, 1 % loss, spread and field: 1.832 eV
field where barrier vanishes: 1.88 MV/cm
barrier for 1 microsecond: 0.497 eV
field for 1 microsecond: 0.98 MV/cm
vibrational quantum: 0.04136 eV
quantum factor, well: 1.0765
quantum factor, barrier top: 1.0384
quantum factor, total: 1.1179
quantum barrier shift: 0.0034 eV
ground tunnelling exponent: 394.1
```
